Why 5d and 4f shells expand in a relativistic atom

**Question.** Relativity makes an electron near a heavy nucleus behave as if it were more strongly bound, and s and p shells contract. Why then do the 5d and 4f shells expand, and how much of that can be computed from the changed Hartree potential of the s and p electrons?

**Answer.** Two effects of opposite sign act on a d or f electron. The first would be present even if all other electrons stayed where they were. For a classical electron of energy ε, counted without the rest energy, in a potential energy v, the relativistic relation between energy and momentum is

(ε − v + c²)² = p²c² + c⁴.

Expanding the square, cancelling c⁴ and dividing by 2c² gives

p²/2 = (ε − v) + (ε − v)²/(2c²).

Hartree atomic units are used, so the electron mass and charge are 1 and c is about 137. Compared with the nonrelativistic p²/2 = ε − v, the last term acts like an additional attraction. It is large where the electron is fast, close to the nucleus. This simple picture leaves out spin, but it shows where the direct effect comes from: it pulls inward, most strongly on electrons that reach the inner region. The centrifugal barrier keeps d and f electrons largely out of that region, so they feel the pull less, but they do feel it. Taken alone, it does not make them expand.

The second effect is indirect. When s and p shells contract, some of their charge moves from outside a given radius to inside it. An electron at that radius then sees a better screened nucleus and is attracted less. If this loss of attraction outweighs the direct pull, the shell expands.

**What is compared**

Take one atom twice, with the same occupation of its shells: once with the Schrödinger and once with the Dirac kinetic energy. Both are treated self-consistently in Kohn-Sham theory with the same local density approximation (LDA), a spherical density without spin polarization, and a point nucleus. Call the two self-consistent potentials v0 (nonrelativistic) and v1 (relativistic), and write ε_S[v] and ε_D[v] for the Schrödinger and Dirac energies of a chosen shell in a potential v. Dirac values are averaged over j = l ± 1/2 with weights 2j + 1. Adding and subtracting ε_D[v0] gives

ε_D[v1] − ε_S[v0] = (ε_D[v0] − ε_S[v0]) + (ε_D[v1] − ε_D[v0]).

The first bracket changes the equation of motion at fixed potential: this is the direct effect. The second changes the potential: this is the indirect effect. The potential change has three parts,

v1 − v0 = ΔV + ΔV_df + Δv_xc,

where ΔV is the Hartree potential of the change in s and p density, ΔV_df that of the change in d and f density, and Δv_xc the change of the exchange-correlation potential. The nuclear term −Z/r is the same in both atoms and cancels.

**The Hartree potential of contracted shells**

Let ΔQ(r) be the number of s and p electrons inside radius r in the relativistic atom, minus that number in the nonrelativistic atom. For a spherical charge, only the charge inside r exerts a force at r. Electrons repel each other, so the repulsive potential energy falls outward:

dΔV/dr = −ΔQ(r)/r².

The occupations are the same, so ΔQ vanishes at large r, and ΔV can be set to zero at infinity. Integrating from r to infinity,

ΔV(r) = ∫_r^∞ ΔQ(s)/s² ds.  (1)

If ΔQ ≥ 0 at every radius, which is a precise meaning of "the s and p shells have contracted", then ΔV is nowhere negative and never increases outward. The force on an electron is −dΔV/dr = +ΔQ/r², which points outward. If the two atoms had different s and p occupations, ΔQ would not vanish at large r, and ΔV would contain the long-range potential of a net charge as well as the effect of contraction.

**The first-order energy shift**

Let P(r) be the nonrelativistic radial function of the d or f electron in v0, normalized so that ∫_0^∞ P² dr = 1. First-order perturbation theory gives the mean of the perturbation:

Δε = ∫_0^∞ P(r)² ΔV(r) dr.

Insert (1). The double integral covers all pairs with r < s. Doing the r integral first, at fixed s, gives

Δε = ∫_0^∞ [ΔQ(s)/s²] [∫_0^s P(r)² dr] ds = ∫_0^∞ ΔQ(s) N(s)/s² ds,  (2)

where N(s) is the probability of finding the d or f electron inside s.

Formula (2) tells which contractions matter. Suppose a charge q moves from a thin shell of radius b to one of radius a < b. Then ΔQ = q between a and b and zero elsewhere, and

Δε = q ∫_a^b N(s)/s² ds.

If the d or f electron lies almost wholly outside b, N is nearly zero there and the shift is nearly zero: such an electron saw the charge as inside both before and after. If it lies wholly inside a, then N = 1 and the shift is q(1/a − 1/b), the full rise of the potential inside a charged shell. A shell therefore acts through the charge it moves at radii where N is appreciable. Near the nucleus P is proportional to r^(l+1), so N grows as s^(2l+3): as s⁷ for a d electron and s⁹ for an f electron. Charge moved very near the nucleus, where this power law holds and N is tiny, is thus of little use for screening.

**From a higher energy to a larger radius**

A higher energy does not by itself mean a larger orbital. A constant added to the potential raises ε and leaves P unchanged. The slope of ΔV is what moves the electron. For a nodeless orbital, such as 4f, the direction can be proved.

The unperturbed equation is

−½P'' + [l(l+1)/(2r²) + v0 − ε]P = 0.

Replace v0 by v0 + ΔV, ε by ε + Δε and P by P + δP, and keep the terms of first order:

−½δP'' + [l(l+1)/(2r²) + v0 − ε]δP = −(ΔV − Δε)P.

Write δP = fP, so that δP'' = f''P + 2f'P' + fP''. The terms containing f without a derivative add up to f times the unperturbed equation and vanish. What remains is

−½(f''P + 2f'P') = −(ΔV − Δε)P.

Multiplying by −2P makes the left side a total derivative:

(P²f')' = 2P²(ΔV − Δε).

Since P²f' vanishes at r = 0, integration gives

f'(r) = 2g(r)/P(r)²,  g(r) = ∫_0^r P²(ΔV − Δε) ds.  (3)

Now Δε is the mean of ΔV over P². If ΔV decreases outward, ΔV − Δε is first positive and then negative. So g rises from zero and then falls back to zero at infinity, without becoming negative. Hence f' ≥ 0: the relative change of the orbital grows outward, and weight moves from small to large r.

To obtain the mean radius, note that to first order δ⟨r⟩ = 2∫ r P δP dr = 2∫ r P² f dr. Normalization requires ∫ P² f dr = 0, so ⟨r⟩ times this integral may be subtracted:

δ⟨r⟩ = 2∫_0^∞ (r − ⟨r⟩)P² f dr.

Define h(r) = ∫_0^r P²(⟨r⟩ − s) ds. It too starts at zero, rises, and falls back to zero, because its integrand is positive inside ⟨r⟩, negative outside, and has zero total. With h' = (⟨r⟩ − r)P², integration by parts gives

δ⟨r⟩ = −2∫_0^∞ h' f dr = 2∫_0^∞ h f' dr = 4∫_0^∞ g h/P² dr.  (4)

The boundary term hf vanishes: at large r, h decays like rP² while f grows no faster than linearly. Both g and h are nonnegative, so a nodeless orbital expands to first order whenever ΔV decreases outward.

The 5d orbital has two nodes, where the division by P² in (3) breaks down, and this proof does not apply. Instead, expand δP in the other solutions P_k with the same l in the potential v0, δP = Σ a_k P_k. The operator on the left of the first-order equation multiplies each P_k by ε_k − ε_n, where n labels the orbital of interest. Multiplying by P_k and integrating then gives

(ε_k − ε_n)a_k = −V_kn,  V_kn = ∫ P_k ΔV P_n dr.

The coefficient a_n is zero by normalization. With r_nk = ∫ P_n r P_k dr,

δ⟨r⟩ = 2 Σ_(k≠n) V_kn r_nk/(ε_n − ε_k).  (5)

The sum includes unoccupied and continuum states, here represented by states in a large sphere. It also includes the occupied 3d and 4d orbitals, because it describes the solution of a one-electron equation. Terms of either sign can occur, so for 5d the direction has to be computed.

**The gold atom: how much charge moves?**

Gold, with Z = 79 and the configuration 4f¹⁴ 5d¹⁰ 6s¹, has both shells filled. The mean radii of all its s and p shells are smaller in the self-consistent Dirac atom. The 6s radius falls from 3.31 to 2.84 bohr, or 14%; 5s shrinks by 9.7% and 5p by 4.4%.

The resulting ΔQ and ΔV are:

r = 0.2 bohr: ΔQ = 0.67 electrons, ΔV = 2.45 hartree
r = 0.5 bohr: ΔQ = 0.57 electrons, ΔV = 0.73 hartree
r = 1.0 bohr: ΔQ = 0.63 electrons, ΔV = 0.243 hartree
r = 2.0 bohr: ΔQ = 0.15 electrons, ΔV = 0.045 hartree

More than half an electron of additional screening is thus present at each of the three listed radii up to 1 bohr, but not everywhere between them: from 0.5 to 1 bohr ΔV falls by 0.727 − 0.243 = 0.484 hartree (with both entries given to three decimals) and the integral of 1/s² is 2 − 1 = 1, so by (1) the weighted mean of ΔQ there is about 0.48 electrons, below both end values. On the numerical grid ΔQ is nowhere negative beyond rounding error, so the condition for the 4f proof is met.

Equation (1) can be followed between two entries. From 1 to 2 bohr, ΔV falls by 0.243 − 0.045 ≈ 0.20 hartree. The integral of 1/s² over this interval is 1 − 1/2 = 0.5, so the weighted mean of ΔQ is 0.20/0.5 = 0.40 electrons, between the end values 0.63 and 0.15.

**Which shells do the screening?**

Formula (2) is linear in ΔQ, so the shift can be divided among the contracting shells. For 5d, in hartree:

1s to 4s: 0.025
5s: 0.036
6s: 0.046
2p to 4p: 0.035
5p: 0.056

The sum, taken before rounding, is 0.197 hartree, or 5.4 eV. The shells 5s, 5p and 6s supply 0.138 of it, about 70%. The single 6s electron contributes more than the two 5s electrons together. Its mean radius is about twice that of 5d, and (2) counts charge moved at such radii with N close to 1; part of the 6s charge also moves within the outer part of the 5d orbital, where N is smaller. Charge moved wholly outside an orbital only adds a constant to the potential there, so these shares of the energy shift are not shares of the expansion. The 1s shell contracts by 12% and contributes nothing to the four decimals computed, as expected from the small N near the nucleus.

For 4f the total is 1.068 hartree, or 29 eV. Here the 4s, 4p, 5s and 5p shells give 0.184 + 0.269 + 0.192 + 0.246 = 0.891 hartree, about 83%. The shift is larger than for 5d because 4f lies further in, at a mean radius of 0.49 bohr against 1.58 bohr, where ΔV is larger.

**Does the outward push win?**

The s-p Hartree term has to be set against the other three. For 5d, the changes of energy (hartree) and mean radius (bohr) are:

direct, at fixed potential: −0.074 and −0.087
s-p Hartree, first order: +0.197 and +0.218
d-f Hartree, first order: −0.092 and −0.091
exchange-correlation, first order: +0.005 and +0.005
sum: +0.036 and +0.045
self-consistent change: +0.042 and +0.044

For 4f they are:

direct, at fixed potential: −0.167 and −0.0075
s-p Hartree, first order: +1.068 and +0.0263
d-f Hartree, first order: −0.413 and −0.0077
exchange-correlation, first order: +0.011 and +0.0005
sum (taken before rounding): +0.500 and +0.0116
self-consistent change: +0.499 and +0.0125

The direct effect lowers and contracts both shells. The s-p Hartree term is the largest in each list and has the opposite sign. For 4f its radial part follows from (4) as well as from (5), and the two agree.

The negative d-f term is mainly a feedback, and it is a net quantity: the outward shift of 4f and 5d makes it negative, while 3d and 4d, which contract slightly on the average over j, add small positive amounts. By (2), applied to the d and f density, a negative shift means that, on the weighted average, d and f charge has moved outward. These electrons then screen one another less, which takes back nearly half of the s-p energy shift for 5d and nearly two fifths for 4f. The s-p term alone is therefore not an estimate of the final expansion: for 5d it gives 0.218 bohr, five times the self-consistent 0.044 bohr.

The sums are not identical to the self-consistent changes, because they omit terms of second order in the potential change and the interplay of that change with the direct effect. Relative to the self-consistent change, the 5d energy sum is 13% too small, the 5d radius sum 3% too large and the 4f radius sum 7% too small. The close agreement for the 5d radius is partly a cancellation: the two omitted pieces are each about 0.02 bohr in size and of opposite sign.

The densities used in ΔV also matter. If the s and p shells are taken from the Dirac equation in the unchanged potential v0, their Hartree term on 5d is 0.268 instead of 0.197 hartree. Self-consistent relaxation of the s and p shells removes about a quarter of the initial screening.

**Is the contraction of s and p really the cause?**

A budget assigns terms; switching one cause on and off tests it. Let the s and p electrons obey the Dirac equation while d and f electrons keep the Schrödinger equation, and iterate to self-consistency. The d and f shells then have no direct effect, yet 5d expands by 0.076 bohr and 4f by 0.0124 bohr. In the opposite calculation, with relativity for d and f alone, 5d contracts by 0.033 bohr, and 4f changes by −0.0001 bohr, practically not at all. Within this model, the expansion is caused by the relativistic s and p shells.

The two radial changes nearly add up to the full result. For 5d, 0.076 − 0.033 = 0.043 bohr, against 0.044 bohr with relativity for all electrons.

The second calculation holds a surprise: the 4f energy rises by 0.111 hartree although the direct effect on it is −0.167 hartree. The altered potential must therefore supply 0.1105 + 0.1666 = 0.277 hartree; which shells produce it was not computed. The energy of 4f thus owes something to relativity in the d and f shells, while its radius gains nothing from it on balance: the direct change of −0.0075 bohr is offset by about +0.0074 bohr from the altered potential.

**What the average over j hides**

The self-consistent expansion is 2.8% for 5d and 2.6% for 4f, as an average over j. Spin-orbit coupling separates the components. The 5d level with j = 5/2 has a mean radius of 1.659 bohr, clearly larger than the nonrelativistic 1.580 bohr, but the level with j = 3/2 has 1.572 bohr and is slightly smaller. Both lie higher in energy than the nonrelativistic level: −0.241 and −0.297 against −0.305 hartree. For 5d3/2, then, a raised level goes with a slightly contracted orbital, which shows again that energy and radius are separate questions. Both 4f components, at 0.502 and 0.495 bohr, are larger than the nonrelativistic 0.487 bohr.

These are results of a model. The functional is an approximation and has no relativistic correction of its own; the Breit interaction, quantum electrodynamic corrections and the finite size of the nucleus are left out; and LDA orbital energies are not ionization energies. The argument that the s-p Hartree term pushes 4f outward needs less: a first-order treatment, a nodeless orbital and ΔQ ≥ 0. The sizes, the sign of that radial term for 5d, and the sign of the net change for both shells rest on the numerical calculation for this atom, whose program also checks formulas (1), (2), (4) and (5) numerically.

Computed values

```
Gold atom Z = 79, c = 137.0360 a.u., 1 hartree = 27.2114 eV
virial sum / kinetic energy (nonrel.) = 3.2e-10
s,p shells: <r> nonrel, <r> rel (bohr), change %; shift of 5d, 4f (hartree)
 1s: 0.0192 0.0169 -12.01%; +0.0000 +0.0000
 2s: 0.0808 0.0705 -12.72%; +0.0039 +0.0020
 3s: 0.2039 0.1834 -10.04%; +0.0075 +0.0487
 4s: 0.4492 0.4071 -9.36%; +0.0131 +0.1839
 5s: 1.0264 0.9267 -9.71%; +0.0358 +0.1920
 6s: 3.3126 2.8368 -14.36%; +0.0463 +0.0595
 2p: 0.0682 0.0637 -6.63%; +0.0041 +0.0017
 3p: 0.1942 0.1841 -5.18%; +0.0115 +0.0656
 4p: 0.4532 0.4324 -4.59%; +0.0193 +0.2686
 5p: 1.1184 1.0695 -4.37%; +0.0555 +0.2456
radius (bohr), dQ (electrons), dV from s,p (hartree)
 0.05 +0.6902 +11.9421
 0.20 +0.6710 +2.4521
 0.50 +0.5688 +0.7275
 1.00 +0.6267 +0.2433
 2.00 +0.1498 +0.0445
 4.00 +0.1155 +0.0063
smallest dQ = -1.52e-13 electrons at r = 29.8 bohr
5d nonrel: energy -0.3047 hartree, <r> 1.5803 bohr; changes (hartree, bohr):
 5d direct, fixed potential: -0.0738 -0.08687
 5d s,p Hartree, first order: +0.1969 +0.21810
 5d d,f Hartree, first order: -0.0916 -0.09110
 5d exch.-corr., first order: +0.0046 +0.00495
 5d sum of the four: +0.0361 +0.04507
 5d actual self-consistent: +0.0415 +0.04380
 5d s,p Hartree, unrelaxed s,p: +0.2676 +0.29886
 5d SCF, only s,p relativistic: +0.0518 +0.07555
 5d SCF, only d,f relativistic: -0.0150 -0.03258
 5d s,p Hartree shift = +5.36 eV; actual <r> change = +2.77 %
 5d j=l+1/2: -0.2406 hartree, 1.6589 bohr; j=l-1/2: -0.2972 hartree, 1.5720 bohr
4f: nodeless formula d<r> = +0.02629 bohr, min g = -1.4e-15
4f nonrel: energy -3.4868 hartree, <r> 0.4868 bohr; changes (hartree, bohr):
 4f direct, fixed potential: -0.1666 -0.00751
 4f s,p Hartree, first order: +1.0676 +0.02629
 4f d,f Hartree, first order: -0.4126 -0.00765
 4f exch.-corr., first order: +0.0111 +0.00045
 4f sum of the four: +0.4995 +0.01159
 4f actual self-consistent: +0.4991 +0.01246
 4f s,p Hartree, unrelaxed s,p: +1.4396 +0.03406
 4f SCF, only s,p relativistic: +0.3931 +0.01243
 4f SCF, only d,f relativistic: +0.1105 -0.00011
 4f s,p Hartree shift = +29.05 eV; actual <r> change = +2.56 %
 4f j=l+1/2: -2.9276 hartree, 0.5023 bohr; j=l-1/2: -3.0678 hartree, 0.4953 bohr
```
